# Ballistic Mixing by Isotropic Recoil Jumps: How a Buried Profile Broadens

## What symmetry and dimensions allow

A fast ion entering a solid knocks atoms to new positions. Consider a thin buried layer of tagged atoms, chemically identical to their host. Let $x$ be depth and $\sigma^2$ the variance of the tagged profile. Each atom is relocated $n$ times on average, and each relocation is a vector of random length $R$ and random direction.

The number $n$ has no dimension, so the increase $\Delta\sigma^2$ must be a squared length built from the jump lengths. If successive jumps are independent and have zero mean, their variances add, which makes the increase linear in $n$ and selects $\langle R^2\rangle$ among the possible squared lengths. Isotropy fixes the factor. For jump components $u_x,u_y,u_z$,

$$\langle u_x^2\rangle=\langle u_y^2\rangle=\langle u_z^2\rangle,\qquad \langle u_x^2\rangle+\langle u_y^2\rangle+\langle u_z^2\rangle=\langle R^2\rangle .$$

Each component therefore carries one third of the sum, and the expected form is

$$\Delta\sigma^2=\frac{n\langle R^2\rangle}{3}.$$

It remains to show that a whole profile obeys this law, and to find how $n$ is related to displacements per atom (dpa).

## Simple case: one atom, one jump length

Let every jump have length $R_0$, and write its depth component as $u=R_0\mu$ with $\mu=\cos\theta$. The solid angle between $\theta$ and $\theta+d\theta$ is $2\pi\sin\theta\,d\theta$, of magnitude $2\pi\,d\mu$. Thus $\mu$ is uniform on $[-1,1]$ with density $1/2$, and

$$\langle u\rangle=\frac{R_0}{2}\int_{-1}^{1}\mu\,d\mu=0,\qquad
\langle u^2\rangle=\frac{R_0^2}{2}\int_{-1}^{1}\mu^2d\mu=\frac{R_0^2}{3}.$$

After $m$ jumps the atom has moved by $X=u_1+\dots+u_m$. Squaring gives

$$\langle X^2\rangle=\sum_i\langle u_i^2\rangle+\sum_{i\ne j}\langle u_i\rangle\langle u_j\rangle=\frac{mR_0^2}{3},$$

because independence factorizes the cross terms and each factor vanishes. The number $m$ differs from atom to atom. Averaging over it, with jump vectors independent of $m$, replaces $m$ by its mean $n$.

For $n=0$ nothing moves, as required. For small $n$ most atoms have not jumped, yet the variance already follows the linear law: a few atoms moved far count as much as many atoms moved a little.

## General case: a profile and a spread of lengths

Now let $R$ have any distribution with finite $\langle R^2\rangle$. Averages are taken per relocation, not per ion. Let $p(u)$ be the density of the depth component and $c(x,n)$ the tagged profile, normalized to unit area.

The relocation rate is taken as uniform in depth, the surface as far away, and the jumps as independent of the tag. During a small increment $dn$, a fraction $dn$ of the atoms at $x$ leaves. Atoms arrive at $x$ from $x-u$ with weight $p(u)$. Gain minus loss is

$$\frac{\partial c}{\partial n}=\int_{-\infty}^{\infty}p(u)\,[c(x-u,n)-c(x,n)]\,du .$$

No assumption has been made that jumps are short compared with the profile width.

Multiply by a power $x^q$ and integrate over $x$. In the gain term set $y=x-u$, so that $x=y+u$:

$$\frac{d\langle x^q\rangle}{dn}=\iint p(u)c(y,n)\,[(y+u)^q-y^q]\,du\,dy .$$

For $q=0$ the bracket is zero, so the tagged amount is conserved. For $q=1$ it is $u$, whose average vanishes, so the mean depth is constant. For $q=2$,

$$(y+u)^2-y^2=2yu+u^2,\qquad
\frac{d\langle x^2\rangle}{dn}=2\langle y\rangle\langle u\rangle+\langle u^2\rangle=\frac{\langle R^2\rangle}{3}.$$

Since the mean is constant, this is also $d\sigma^2/dn$. Integration from $0$ to $n$ gives

$$\boxed{\Delta\sigma^2=\frac{n\langle R^2\rangle}{3}}$$

for every initial profile of finite variance. The rate in time may vary, because only the accumulated $n$ enters. With the convention $\Delta\sigma^2=2Dt$, the equivalent diffusion product is $Dt=n\langle R^2\rangle/6$.

The law was tested by integrating the gain-loss equation numerically from the lopsided profile $e^{-(x+1)^2/0.5}+0.4\,e^{-(x-1.5)^2/2}$, with $x$ in nm. For $n=2.355$ and $\langle R^2\rangle=0.980\ \mathrm{nm^2}$ the formula gives $0.7694\ \mathrm{nm^2}$. The integration gives $0.7699\ \mathrm{nm^2}$ for exponentially distributed lengths and $0.7702\ \mathrm{nm^2}$ for one fixed length, both within about 0.1% of the formula. Two different length distributions with equal mean square thus give the same broadening.

### A second case: a sharp interface

Suppose tagged atoms fill one side of a plane and untagged atoms the other. The tagged fraction $f(x,n)$ has no finite variance, but its slope $g=-\partial f/\partial x$ does. Since $p(u)$ does not depend on $x$, differentiating the gain-loss equation shows that $g$ obeys the same equation. An initially sharp interface has $g=\delta(x)$ and zero variance, so its slope distribution acquires the standard deviation $\sqrt{n\langle R^2\rangle/3}$.

## The shape, and the diffusion limit

The variance does not determine the profile. Define $\tilde c(k,n)=\int c(x,n)e^{ikx}dx$. The shift by $u$ in the gain term becomes a factor $e^{iku}$, so

$$\frac{\partial\tilde c}{\partial n}=-[1-\phi(k)]\tilde c,\qquad
\tilde c(k,n)=\tilde c(k,0)\,e^{-n[1-\phi(k)]},$$

where, averaging over direction first,

$$\phi(k)=\left\langle\frac12\int_{-1}^{1}e^{ikR\mu}d\mu\right\rangle
=\left\langle\frac{\sin kR}{kR}\right\rangle .$$

If $\langle R^4\rangle$ is finite, the small-$k$ expansion is

$$\phi(k)=1-\frac{k^2\langle R^2\rangle}{6}+\frac{k^4\langle R^4\rangle}{120}-\dots$$

The logarithm of $\tilde c$ contains $-\sigma^2k^2/2+\kappa_4k^4/24$, where $\kappa_4$ is the fourth cumulant, equal to zero for a Gaussian. Comparing coefficients returns the variance law and gives

$$\Delta\kappa_4=\frac{n\langle R^4\rangle}{5}.$$

Keeping the $k^2$ term alone gives $\tilde c\propto e^{-Dtk^2}$, the solution of the diffusion equation. This is justified for wavelengths long compared with the jumps, provided that the neglected exponent $nk^4\langle R^4\rangle/120$ is also small. For a layer of zero initial width, the excess kurtosis is

$$\frac{\kappa_4}{\sigma^4}=\frac{n\langle R^4\rangle/5}{(n\langle R^2\rangle/3)^2}
=\frac{9\langle R^4\rangle}{5n\langle R^2\rangle^2},$$

which falls as $1/n$. At small $n$ the opposite limit holds:

$$c(x,n)\approx(1-n)c(x,0)+n\int p(u)c(x-u,0)\,du .$$

For an initial layer narrow compared with the jumps, this is an almost unchanged core with weak wings, not a slightly wider Gaussian.

For the length density $e^{-R/\lambda}/\lambda$, repeated integration by parts gives $\langle R^q\rangle=q!\,\lambda^q$, hence $\langle R^2\rangle=2\lambda^2$ and $\langle R^4\rangle=24\lambda^4$. Integrating over $R$ before $\mu$ gives

$$\phi(k)=\frac12\int_{-1}^{1}\frac{d\mu}{1-ik\lambda\mu}
=\frac12\int_{-1}^{1}\frac{d\mu}{1+k^2\lambda^2\mu^2}
=\frac{\arctan(k\lambda)}{k\lambda}.$$

The odd imaginary part cancels in the second step. As $k\to\infty$, $\phi\to0$ and a factor $e^{-n}$ remains. It is the fraction of atoms that have never jumped. In the interface case it leaves a sharp step of relative height $e^{-n}$ at the original plane.

## What one displacement counts

Atoms need sites to land on. The gain-loss equation assumes that, on average, as many atoms enter each layer as leave it. This constraint does not alter the derivation, but it affects the counting of $n$.

Suppose every event exchanges two atoms. The first moves by $\mathbf R$ and its partner by $-\mathbf R$. If $\mathbf R$ is isotropic, so is $-\mathbf R$, and both moves have the same mean square. With $\nu$ exchanges per atom in the solid, an atom is the first member of a pair $\nu$ times on average and the partner $\nu$ times. Its relocation count is $2\nu$, and the variance increase is $2\nu\langle R^2\rangle/3$.

This was tested on a periodic cubic lattice of 61 planes with $60\times60$ sites each, with one random swap per site. The swap vectors were isotropic, of exponentially distributed length with mean two lattice spacings, rounded to lattice sites. The variance grew by 2.004 times the value for one moved atom per event, against the predicted factor 2; the sampling error is below 1%.

In general, let one counted displacement relocate $\beta$ atoms with the same $\langle R^2\rangle$. Then

$$n=\beta\,\mathrm{dpa},\qquad
\Delta\sigma^2=\frac{\beta}{3}\,\mathrm{dpa}\,\langle R^2\rangle .$$

The form with factor $1/3$ requires $\beta=1$. Atoms that change sites without leaving a defect also mix the material, so a defect count alone does not supply $\beta$.

The standard displacement model assigns $0.8E_{\rm dam}/(2E_d)$ displacements to a recoil of damage energy $E_{\rm dam}$, where $E_d$ is the displacement energy. It applies when $E_{\rm dam}$ exceeds $2E_d/0.8$. Let each ion deposit damage energy $F_D$ per unit depth, let $\Phi$ be the fluence in ions per area, and let $N$ be the atomic density. The damage energy per atom is $F_D\Phi/N$, so

$$\mathrm{dpa}=\frac{0.4F_D\Phi}{NE_d},\qquad
\Delta\sigma^2=\frac{0.4\,\beta F_D\Phi\langle R^2\rangle}{3NE_d}.$$

## A tagged layer in copper

Take tagged copper atoms in copper, 10 nm deep, with an initial Gaussian profile of standard deviation 1 nm. The irradiation represents copper ions of about 50 keV from a metal plasma. The inputs are rough typical values: $\Phi=10^{15}\ \mathrm{cm^{-2}}=10\ \mathrm{nm^{-2}}$, $F_D=1500\ \mathrm{eV/nm}$, $E_d=30\ \mathrm{eV}$ and $\lambda=0.70\ \mathrm{nm}$. With $N=84.91\ \mathrm{nm^{-3}}$,

$$\mathrm{dpa}=\frac{0.4\times1500\times10}{84.91\times30}=2.355,\qquad
\langle R^2\rangle=2(0.70)^2=0.980\ \mathrm{nm^2}.$$

For $\beta=1$,

$$\Delta\sigma^2=\frac{2.355\times0.980}{3}=0.769\ \mathrm{nm^2},\qquad
\sigma=\sqrt{1+0.769}=1.33\ \mathrm{nm}.$$

The equivalent $Dt$ is $0.385\ \mathrm{nm^2}$, or $3.85\times10^{-15}\ \mathrm{cm^2}$. If each counted displacement moved two atoms, the increase would be $1.54\ \mathrm{nm^2}$. An initially sharp interface under the first assumption would acquire a width of $\sqrt{0.769}=0.88$ nm.

For the assumed exponential length law, the shape is visibly non-Gaussian. The never-relocated fraction is $e^{-2.355}=0.095$, and the final excess kurtosis is

$$\frac{2.355\times24(0.70)^4/5}{(1.769)^2}=0.87 .$$

The peak is 1.08 times as high as that of a Gaussian of equal variance. At 5 nm from the centre, the density is about 4.75 times the Gaussian value. At this distance most of the tagged atoms have jumped several times; those that have jumped once supply only about a quarter of the Gaussian density. Sufficiently far out, however, even the single-jump part alone must exceed the Gaussian, because its tail is governed by $e^{-|x|/\lambda}$, which decays more slowly than $e^{-x^2/(2\sigma^2)}$. A width fitted to the core of such a profile need not equal the standard deviation in the law. These shape numbers belong to the exponential law, which is a convenient choice and not a property of copper; it places about 31% of the jumps below the nearest-neighbour distance of 0.255 nm. A fixed length with the same $\langle R^2\rangle$ gives an excess kurtosis of only 0.14, a length law with a long power-law tail gives a much larger one, and adding the thermal-spike variance estimated below reduces it to about 0.1.

## Removing the assumptions one at a time

### Directions that are not isotropic

Recoils remember the beam direction. Let the density of $\mu$ be

$$w(\mu)=\frac12\,[1+3a\mu+5bP_2(\mu)],\qquad P_2(\mu)=\frac{3\mu^2-1}{2},$$

with $R$ independent of $\mu$, and with $a$ and $b$ such that $w\ge0$. The term in $a$ gives $\langle\mu\rangle=a$. It is odd, so it adds nothing to $\langle\mu^2\rangle$. For the last term,

$$\int_{-1}^{1}\mu^2P_2\,d\mu=\frac12\left(\frac65-\frac23\right)=\frac4{15},\qquad
\langle\mu^2\rangle=\frac13+\frac{5b}{2}\frac4{15}=\frac{1+2b}{3}.$$

The mean now moves. From the moment equations, $d\langle x\rangle/dn=\langle u\rangle$, and therefore

$$\frac{d\sigma^2}{dn}=2\langle x\rangle\langle u\rangle+\langle u^2\rangle-2\langle x\rangle\langle u\rangle=\langle u^2\rangle .$$

The drift cancels, and the growth is multiplied by $1+2b$ whatever the value of $a$. This relies on the Poisson jump count implied by the gain-loss equation. For a general count $m$ the increase is $n(\langle u^2\rangle-\langle u\rangle^2)+\mathrm{Var}(m)\langle u\rangle^2$, which is independent of $a$ only if $\mathrm{Var}(m)=n$. With the trial values $a=0.3$ and $b=0.1$, numerical evolution at fixed jump length gives growth ratios of 1.001 with $a$ alone and 1.201 with both. The mean shifts by 0.70 nm if no return flow is included. In pairwise exchange the partner has the opposite mean displacement, and the average shift vanishes.

### Damage that varies with depth

Let the damage have a Gaussian peak of width $w_D$ centred on the marker. For symmetric exchange, the net tagged flux between two layers is proportional to their difference in tagged fraction. In the diffusion limit this gives

$$\frac{\partial c}{\partial s}=\frac{\partial}{\partial x}\left(D\frac{\partial c}{\partial x}\right),\qquad
D=D_0e^{-x^2/(2w_D^2)},$$

where $s$ measures the progress of the irradiation and $x$ is measured from the marker. Two integrations by parts yield

$$\frac{d\sigma^2}{ds}=-2\int xD\frac{\partial c}{\partial x}\,dx
=2\int c\left(D+x\frac{dD}{dx}\right)dx .$$

Here $D+x\,dD/dx=D_0(1-x^2/w_D^2)e^{-x^2/(2w_D^2)}\approx D_0[1-3x^2/(2w_D^2)]$ for a marker narrow compared with the peak. The fractional loss of growth is thus $3\bar\sigma^2/(2w_D^2)$, where $\bar\sigma^2$ is the mean variance during the run. For $w_D=10$ nm and $\bar\sigma^2=1+0.769/2=1.385\ \mathrm{nm^2}$ it is 2.08%; numerical evolution of this diffusion equation gives 2.03%. Jumps of finite length, comparable here with the marker width, add a correction that the diffusion limit omits. If the exchange rate is set by the damage at the midpoint of the jump, the extra loss is $\langle u^4\rangle/(8w_D^2\langle u^2\rangle)$, about 0.4% for the exponential law, which brings the total to about 2.5%.

### The surface

With an assumed sputter yield of 4 atoms per ion, the surface recedes by $4\times10/84.91=0.47$ nm. The yield for copper ions of this energy may well be twice as large, which would make the recession about 1 nm, still small compared with the marker depth. Recession changes the depth of the marker below the surface, but not its variance in coordinates fixed to the solid. In the unbounded model with exponential lengths a tagged fraction of $7\times10^{-7}$ lies beyond the original surface plane. This figure is set by the assumed tail: a length density $\propto R^{-5/2}$ reaching 15 nm, with the same $\langle R^2\rangle$, gives about $3\times10^{-4}$. The fraction stays small in both cases, so neglecting the boundary is reasonable for this marker. It would not be safe for one within a few jump lengths of the surface.

### Heat and mobile vacancies

A dense cascade can melt a small region for a few picoseconds. Suppose half the damage energy goes into melting, at 0.408 eV per atom for heating from 300 K and melting. Each atom is then melted on average

$$\frac{0.5\times1500\times10}{84.91\times0.408}\approx216$$

times. With a liquid diffusion coefficient of $4\times10^{-3}\ \mathrm{nm^2/ps}$ and a melt lifetime of 2 ps, each melting adds $2D_{\rm liq}\tau=0.016\ \mathrm{nm^2}$. The total is about $3.5\ \mathrm{nm^2}$, or 4.5 times the ballistic increase. This estimate is proportional to the assumed melt fraction, diffusion coefficient and lifetime, and none of them is well known under the conditions of a cascade.

Vacancies that hop between cascades add a further term. For a constant vacancy fraction $10^{-3}$, far above thermal equilibrium, a total attempt rate per vacancy, summed over all neighbour directions, of $10^{13}\ \mathrm{s^{-1}}$, a migration energy of 0.7 eV and 100 s at 300 K, each atom makes about 1.7 hops. Treating these as independent nearest-neighbour jumps adds $0.04\ \mathrm{nm^2}$, about 5% of the ballistic term. Successive jumps of an atom with the same vacancy are partly reversed, and the fcc correlation factor of about 0.8 lowers this to $0.03\ \mathrm{nm^2}$. In 100 s a vacancy also wanders about 6 nm in depth, comparable with the distance to the surface, so a constant vacancy fraction is a crude assumption. If the same attempt rate applied to each of the twelve neighbour directions separately, the term would be twelve times larger, roughly half the ballistic one. The hop rate also rises steeply with temperature, so the term can become important in a warmer target.

## The model beside real copper

The fluence, damage energy and jump length are of the size expected for heavy-ion implantation at tens of keV, though the jump length is an effective average rather than a directly known constant. One assumption that may fail seriously in copper is that atoms move by recoil jumps alone. If the spike estimate simply adds to the ballistic term, the final standard deviation becomes $\sqrt{1+0.769+3.46}\approx2.3$ nm instead of 1.33 nm. The value $0.77\ \mathrm{nm^2}$ is therefore the ballistic contribution for $\beta=1$, not a forecast of the measured broadening.

For a marker of a different element, heats of mixing and chemical driving forces may also bias the motion, and the assumption that jumps ignore the tag must be reconsidered. Linear growth with fluence does not by itself identify ballistic mixing: the spike estimate is also proportional to $\Phi$ at fixed ion energy and target temperature. The numerical output lists the inputs and the separate contributions.

## Values computed for the example and the checks

```
Fluence: 1.0e+15 ions/cm2
Damage energy per ion and depth: 1500 eV/nm
Displacement energy: 30 eV
Copper atomic density: 84.91 atoms/nm3
Displacements per atom: 2.355 dpa
Mean jump length: 0.70 nm
Mean squared jump length: 0.980 nm2
Root mean square jump length: 0.990 nm
Mean squared depth component: 0.3267 nm2
Variance increase, formula: 0.7694 nm2
Same, grid, exponential lengths: 0.7699 nm2
Same, grid, fixed length: 0.7702 nm2
Effective Dt: 0.3847 nm2 = 3.847e-15 cm2
Initial standard deviation: 1.00 nm
Final standard deviation: 1.330 nm
Fraction of atoms never relocated: 0.0949
Final excess kurtosis: 0.867
Peak height / equal-variance Gaussian: 1.078
Density at 5 nm from centre / Gaussian: 4.75
Lattice swaps: growth / one-move formula: 2.004
Variance increase if two atoms move per count: 1.539 nm2
--- neglected effects, rough inputs ---
Energy to heat and melt: 0.408 eV/atom
Share of damage energy that melts: 0.50
Liquid diffusion coefficient: 4.0e-03 nm2/ps
Melt lifetime: 2.0 ps
Meltings per atom: 216
Thermal-spike variance increase: 3.46 nm2
Thermal spike / ballistic: 4.5
Anisotropy parameters a, b: 0.3, 0.1
Growth with a only / isotropic: 1.001
Growth with a and b / isotropic: 1.201
Mean shift from a, without backflow, fixed length: 0.700 nm
Width of damage peak: 10 nm
Loss from damage gradient, numerical: 2.03 %
Loss from damage gradient, formula: 2.08 %
Sputter yield: 4 atoms/ion
Surface recession: 0.47 nm
Marker depth: 10 nm
Tagged fraction past surface plane: 6.9e-07
Temperature: 300 K; exposure: 100 s
Vacancy fraction: 1e-03; migration energy: 0.7 eV
Vacancy attempt rate: 1e+13 1/s
Vacancy hops per atom: 1.74
Vacancy-hopping variance increase: 0.038 nm2
```
